# The n = 2 Levels of Positronium at Order mα⁴

## Problem

Positronium is an electron and a positron, of equal mass $m$ and opposite charge. Without relativistic corrections all its states with principal quantum number $n=2$ have the same energy. At order $mc^2\alpha^4$ they split. The starting expression is

$$W(n,l)=\frac{11}{64n^4}-\frac{1}{2n^3(2l+1)},$$

in units of $mc^2\alpha^4$, offered as the spin-independent part of the correction.

(a) Decide for which $l$ this description of $W$ is right, and what $W$ means otherwise.

(b) Find the energies of $2\,^1S_0$, $2\,^3S_1$, $2\,^1P_1$ and $2\,^3P_{0,1,2}$ at this order, and put them in order.

(c) Find what annihilation into one virtual photon does to the order.

Hartree atomic units are used: $\hbar=m=e=1$, $c=1/\alpha$. Corrections are given in $U=\alpha^2E_h=mc^2\alpha^4$, where $E_h$ is the hartree; $U/h=350.4$ GHz. The label $^{2S+1}L_J$ gives total spin $S$, orbital momentum $l$ and total angular momentum $J$.

## First estimate by scaling

In the centre-of-mass frame the electron has momentum $\mathbf p$ and the positron $-\mathbf p$. The kinetic energy is $2\times p^2/2$, so

$$H_0=p^2-\frac1r,\qquad E_n=-\frac{1}{4n^2}.$$

This is hydrogen with reduced mass $1/2$; the length scale is $a=2$. The unperturbed $n=2$ energy is $-1/16\,E_h$.

The spin-dependent magnetic interactions vary as $1/r^3$ or as a delta function. The interaction of the two orbital currents varies as $p^2/r$ and the kinetic correction as $p^4$. At $r\sim a$, where $p^2\sim1/r$, these are of the same order as $1/a^3$, within factors of about 2. At fixed $l$, the probability of finding the particles within a distance $a$ of each other falls roughly as $1/n^3$. The coefficient is about 0.3 for S states and about ten times smaller for P states; the estimate ignores it. A typical shift is therefore

$$\frac{1}{a^3n^3}\,U=\frac{1}{64}\,U\approx 5.5\ \text{GHz}.$$

Some signs can be guessed. The relativistic correction to the kinetic energy is negative. The charges are opposite and move oppositely, so their currents are parallel and attract. Parallel spins mean antiparallel magnetic moments, and at contact this raises the triplet and lowers the singlet. Hence $2\,^1S_0$ should lie low. For $2\,^3S_1$, negative and positive terms of similar size compete, and scaling cannot place it. Nor can it order the P levels, where spin-orbit and tensor forces both act.

## Exact solution at this order

### The interaction in momentum space

Each particle is described by a positive-energy Dirac spinor, the positron as a particle of charge $+1$. To the order needed, with $\phi$ a two-component spin state,

$$u(\mathbf p)=\begin{pmatrix}1-\alpha^2p^2/8\\ \alpha\,\boldsymbol\sigma\cdot\mathbf p/2\end{pmatrix}\phi .$$

Its norm is $1-\alpha^2p^2/4+\alpha^2p^2/4=1$. Let the relative momentum change from $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$. With $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)$, the electron's charge density is

$$\rho_1=1-\frac{\alpha^2}{8}(p^2+p'^2-2\mathbf p\cdot\mathbf p')+\frac{i\alpha^2}{4}\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p),$$

and the bracket is $q^2$. For the positron both momenta change sign, which leaves $\mathbf q\times\mathbf p$ unchanged, so $\rho_2$ has the same form with $\boldsymbol\sigma_2$.

The velocity operator is $c$ times the Dirac matrix joining upper and lower components. Its matrix element is $\tfrac12[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma]$. With $\mathbf P=(\mathbf p+\mathbf p')/2$ this gives

$$\mathbf j_1=\mathbf P+\tfrac i2\boldsymbol\sigma_1\times\mathbf q,\qquad
\mathbf j_2=-\mathbf P-\tfrac i2\boldsymbol\sigma_2\times\mathbf q .$$

In Coulomb gauge the charges interact through $-4\pi\rho_1\rho_2/q^2$. The current of one particle produces a vector potential proportional to $4\pi\alpha\,\mathbf j_\perp/q^2$, where $\perp$ denotes the part perpendicular to $\mathbf q$. For opposite charges the energy of the other current in it is $+4\pi\alpha^2\,\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}/q^2$. The photon energy $qc$ exceeds atomic energy differences by a factor of order $c$; neglecting the energy transfer omits terms smaller by a factor of order $\alpha$, apart from possible logarithms of $\alpha$.

With $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$, the density part beyond the Coulomb term is, in units $\alpha^2$,

$$\pi-\frac{2\pi i}{q^2}\,\mathbf S\cdot(\mathbf q\times\mathbf p).$$

In the current part $\mathbf P_\perp=\mathbf p_\perp$, because $\mathbf P=\mathbf p+\mathbf q/2$, and the cross terms are $-i\mathbf P\cdot(\mathbf S\times\mathbf q)=-i\mathbf S\cdot(\mathbf q\times\mathbf p)$. Hence

$$\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}=-p_\perp^2-i\,\mathbf S\cdot(\mathbf q\times\mathbf p)+\tfrac14\left[q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)\right].$$

Multiplying by $4\pi/q^2$ and adding the density part gives

$$\pi-\frac{4\pi p_\perp^2}{q^2}-\frac{6\pi i\,\mathbf S\cdot(\mathbf q\times\mathbf p)}{q^2}
+\pi\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\frac{(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{q^2}\right].$$

The numerical check tests this against the amplitude with unexpanded Dirac spinors.

### The interaction in position space

A constant becomes $\delta(\mathbf r)$, and $4\pi/q^2$ becomes $1/r$. A factor $i\mathbf q$ becomes a gradient. With $\mathbf n=\mathbf r/r$ and $\mathbf L=\mathbf r\times\mathbf p$,

$$\frac{4\pi i\mathbf q}{q^2}\to-\frac{\mathbf r}{r^3},\qquad
\frac{4\pi q_iq_j}{q^2}\to-\frac{3n_in_j-\delta_{ij}}{r^3}+\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r).$$

The first turns the spin-orbit term into $+\tfrac32\mathbf L\cdot\mathbf S/r^3$. The second, with $\boldsymbol\sigma_i=2\mathbf s_i$, gives a tensor force and a contact term of coefficient $4\pi-4\pi/3=8\pi/3$.

The transverse kernel $4\pi(\delta_{ij}-q_iq_j/q^2)/q^2$ must have the form $(A\delta_{ij}+Bn_in_j)/r$, by rotational symmetry and scaling. Its trace is $2\times4\pi/q^2$, so $3A+B=2$. It is free of divergence. Since $\partial_i(\delta_{ij}/r)=-n_j/r^2$ and $\partial_i(n_in_j/r)=+n_j/r^2$, this requires $A=B=\tfrac12$.

The kinetic energy contributes $-p^4/8$ for each particle. The first-order perturbation, in units $U$, is then

$$\begin{aligned}
H'={}&-\frac{p^4}{4}+\pi\delta(\mathbf r)-p_i\frac{\delta_{ij}+n_in_j}{2r}p_j+\frac{3\,\mathbf L\cdot\mathbf S}{2r^3}\\
&+\frac{3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)-\mathbf s_1\cdot\mathbf s_2}{r^3}+\frac{8\pi}{3}\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)+H_{\rm ann}.
\end{aligned}$$

### Annihilation

For this step let $m=c=\hbar=1$. A pair at rest has energy 2 and can turn into a virtual photon of zero momentum. Keep its energy $\omega$ finite until the end. In one time order the intermediate state is the photon; in the other it is the photon with both the initial and final pairs, of energy $4+\omega$. The two operators that create and destroy a pair each contain two fermion operators, so interchanging them brings no sign. Per squared current, second-order perturbation theory gives

$$\frac{4\pi\alpha}{2\omega}\left[\frac1{2-\omega}-\frac1{2+\omega}\right]=\frac{4\pi\alpha}{4-\omega^2}\to\pi\alpha .$$

For electron and positron spin states $\phi$ and $\chi$, the charge-conjugate spinor gives the current $j_i=\chi^{T}(i\sigma_y)\sigma_i\phi$. The three matrices $i\sigma_y\sigma_i$ are symmetric, so the antisymmetric singlet has no current. For both spins up, $\mathbf j=(1,i,0)$ and $|\mathbf j|^2=2$. By rotational symmetry this holds for each triplet state. Thus $|\mathbf j|^2=S(S+1)$, and returning to atomic units,

$$H_{\rm ann}=\pi\,\mathbf S^2\,\delta(\mathbf r).$$

### Why diagonal elements suffice

The $n=2$ states are degenerate, so $H'$ should be diagonalized among them. It conserves $J$ and parity, which separates S from P states. Because the masses are equal, it is symmetric under exchange of the two spins and cannot join singlet to triplet. No two of the six multiplets can mix. With unequal masses the spin-orbit term would lose this symmetry, and $^1P_1$ and $^3P_1$ could mix.

### Radial averages

Replace $1/r$ by $Z/r$ in $H_0$; then $E=-Z^2/4n^2$. Differentiating with respect to $Z$ at $Z=1$ gives $\langle1/r\rangle=1/(2n^2)$.

The radial Hamiltonian contains $l(l+1)/r^2$. At a fixed number $n_r$ of radial nodes, $n=n_r+l+1$. Differentiating $E$ with respect to $l$ gives $(2l+1)\langle1/r^2\rangle=1/(2n^3)$, hence

$$\left\langle\frac1{r^2}\right\rangle=\frac{1}{2n^3(2l+1)}.$$

Let $u=rR$ be the reduced radial function, which obeys $-u''+Vu=Eu$ with $V=l(l+1)/r^2-1/r$. Multiply by $u'$ and integrate from 0 to infinity. Integration by parts gives $\langle V'\rangle=u'(0)^2$. For $l\ge1$ the right side vanishes, and

$$\left\langle\frac1{r^3}\right\rangle=\frac{\langle1/r^2\rangle}{2l(l+1)}=\frac1{4n^3l(l+1)(2l+1)}.$$

For $l=0$, $V'=1/r^2$ and $u'(0)^2=R(0)^2=4\pi|\psi(0)|^2$, so $|\psi(0)|^2=1/(8\pi n^3)$.

### What W contains

Since $p^2\psi=(E+1/r)\psi$, the kinetic correction is

$$-\frac14\left(E^2+2E\left\langle\frac1r\right\rangle+\left\langle\frac1{r^2}\right\rangle\right)
=\frac{3}{64n^4}-\frac1{8n^3(2l+1)}.$$

The first two terms in the bracket are $1/(16n^4)-1/(4n^4)=-3/(16n^4)$.

The orbit-orbit term has the average $-\tfrac12\int(|\nabla\psi|^2+|\partial_r\psi|^2)/r\,d^3r$. For the first part use $|\nabla\psi|^2=\mathrm{Re}\,\psi^*p^2\psi+\tfrac12\nabla^2|\psi|^2$ and move the Laplacian onto $1/r$, where it gives $-4\pi\delta(\mathbf r)$:

$$A\equiv\int\frac{|\nabla\psi|^2}{r}\,d^3r=E\left\langle\frac1r\right\rangle+\left\langle\frac1{r^2}\right\rangle-2\pi|\psi(0)|^2 .$$

The radial part is $A-l(l+1)\langle1/r^3\rangle$, the subtraction being absent for $l=0$. Thus the orbit-orbit energy is $-A+\tfrac12l(l+1)\langle1/r^3\rangle$.

For $l\ge1$ the density at the origin vanishes, and this energy is

$$\frac1{8n^4}-\frac1{2n^3(2l+1)}+\frac1{8n^3(2l+1)}=\frac1{8n^4}-\frac3{8n^3(2l+1)}.$$

Adding the kinetic correction gives $W(n,l)$.

For $l=0$ the orbit-orbit energy is $1/(8n^4)-1/(2n^3)+1/(4n^3)$. The term $\pi\delta(\mathbf r)$ adds $1/(8n^3)$, and the kinetic term contains $-1/(8n^3)$. These two cancel, leaving

$$\frac{11}{64n^4}-\frac1{4n^3}=W(n,0)+\frac1{4n^3}.$$

Here the annihilation term, proportional to $\mathbf S^2$, is counted as spin-dependent. With this convention $W$ is the spin-independent part for $l\ge1$ but not for $l=0$. Its meaning for $l=0$ follows from the contact term. From $\mathbf s_1\cdot\mathbf s_2=\tfrac12S(S+1)-\tfrac34$, the spin product is $-\tfrac34$ in the singlet and $\tfrac14$ in the triplet. Since $(8\pi/3)|\psi(0)|^2=1/(3n^3)$, the singlet contact energy is $-1/(4n^3)$. This restores $W(n,0)$. For $l\ge1$ the singlet has no spin-dependent shift: the contact term vanishes, $\mathbf S=0$ removes spin-orbit coupling, and the spin product is isotropic, so the tensor term vanishes. Therefore $W$ is the energy of the spin singlet for every $l$. Since $W(n,0)$ already contains the singlet contact energy $-1/(4n^3)$, adding the full contact term to it would place both the singlet and the triplet too low by $1/(4n^3)$.

### The two S levels

Spin-orbit coupling vanishes because $\mathbf L\psi=0$. The tensor force vanishes because its angular average is zero. The singlet energy is

$$E(2\,^1S_0)=W(2,0)=\frac{11}{1024}-\frac{64}{1024}=-\frac{53}{1024}.$$

The triplet starts from the spin-independent value $11/1024-1/32=-21/1024$. Contact adds $1/(12n^3)=1/96$, and annihilation adds $2\pi|\psi(0)|^2=1/(4n^3)=1/32$:

$$E(2\,^3S_1)=\frac{-63+32+96}{3072}=\frac{65}{3072}.$$

### The four P levels

The singlet is

$$E(2\,^1P_1)=W(2,1)=\frac{33-64}{3072}=-\frac{31}{3072}.$$

For the triplet, $X=\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]$, which is $1,-1,-2$ for $J=2,1,0$. For the tensor force, squaring $\mathbf S\cdot\mathbf n$ and $\mathbf S$ gives

$$3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)-\mathbf s_1\cdot\mathbf s_2=\tfrac12\left[3(\mathbf S\cdot\mathbf n)^2-\mathbf S^2\right]\equiv\tfrac14S_{12}.$$

A spin-1 state can be written as a vector $\mathbf v$, on which $(\mathbf S\cdot\mathbf n)^2\mathbf v=-\mathbf n\times(\mathbf n\times\mathbf v)=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)$. With $\mathbf S^2=2$,

$$S_{12}\mathbf v=2\mathbf v-6\mathbf n(\mathbf n\cdot\mathbf v).$$

A triplet P state has a $\mathbf v$ linear in $\mathbf n$:

- $J=0$: $\mathbf v=\mathbf n$, so $S_{12}=-4$.
- $J=1$: $\mathbf v=\mathbf n\times\mathbf c$ with $\mathbf c$ constant. Then $\mathbf n\cdot\mathbf v=0$ and $S_{12}=2$.
- $J=2$: $\mathbf v=M\mathbf n$ with $M$ real, symmetric and traceless. The angular averages of $(\mathbf n\cdot M\mathbf n)^2$ and $|M\mathbf n|^2$ are $2\,\mathrm{tr}M^2/15$ and $\mathrm{tr}M^2/3$. Their ratio is $2/5$, so $\langle S_{12}\rangle=2-12/5=-2/5$.

With $\langle1/r^3\rangle=1/192$, the triplet shift from $-31/3072$ is

$$\Delta_J=\frac1{192}\left(\frac{3X}{2}+\frac{S_{12}}4\right),$$

$$\Delta_2=\frac{3/2-1/10}{192}=\frac7{960},\quad
\Delta_1=\frac{-3/2+1/2}{192}=-\frac1{192},\quad
\Delta_0=\frac{-3-1}{192}=-\frac1{48}.$$

The shifts weighted by $2J+1$ add to $(7-3-4)/192=0$. The weighted mean of the three triplet levels therefore equals the $^1P_1$ energy.

### The order

From top to bottom, relative to $-1/16\,E_h$:

| Level | Energy ($U$) | Energy/$h$ (GHz) |
|---|---:|---:|
| $2\,^3S_1$ | $65/3072$ | $7.4$ |
| $2\,^3P_2$ | $-43/15360$ | $-1.0$ |
| $2\,^1P_1$ | $-31/3072$ | $-3.5$ |
| $2\,^3P_1$ | $-47/3072$ | $-5.4$ |
| $2\,^3P_0$ | $-95/3072$ | $-10.8$ |
| $2\,^1S_0$ | $-53/1024$ | $-18.1$ |

The program also diagonalizes $H'$ in all 16 orbital and spin states and finds these energies, with $2J+1$ states in each level.

Without annihilation, $2\,^3S_1$ would lie at $65/3072-96/3072=-31/3072$, level with $2\,^1P_1$ and below $2\,^3P_2$. Annihilation lifts it by $1/32\,U$ and puts it on top. The coincidence holds for every $n\ge2$ at this order: without annihilation the $^3S_1$ energy is $11/(64n^4)-1/(4n^3)+1/(12n^3)$, and the last two terms add to $-1/(6n^3)$, as in $W(n,1)$. For $n\ge3$ symmetry would let the tensor force mix $^3S_1$ with the degenerate $^3D_1$. It does not, because the radial integral of $1/r^3$ between S and D Coulomb states of the same $n$ vanishes (the Pasternack-Sternheimer rule, quoted here without proof).

## Comparison

The scaling estimate of a typical shift was $1/64\,U$, or 5.5 GHz. The calculated shifts range in magnitude from 0.18 to 3.3 times this value, and the whole pattern spans $7/96\,U$, or 25.5 GHz. The estimate has the right order of magnitude for most levels but is too large for $2\,^3P_2$, where the positive spin-orbit energy, $7.8\times10^{-3}\,U$, offsets most of the negative spin-independent energy, $-10.1\times10^{-3}\,U$.

The guess that $2\,^1S_0$ lies low is confirmed: it is the lowest level. The place of $2\,^3S_1$ needed the coefficients. Its kinetic and orbit-orbit terms total $-36.1\times10^{-3}\,U$, while the $\pi\delta(\mathbf r)$, contact and annihilation terms total $+57.3\times10^{-3}\,U$. In the P triplet the tensor force opposes spin-orbit coupling for $J=2$ and $J=1$ and reinforces it for $J=0$, but the order of the three levels remains that of spin-orbit coupling alone.

The neglected corrections begin at order $mc^2\alpha^5$. Their scale, $\alpha U/n^3$, is 0.3 GHz, against a smallest gap of 1.8 GHz between $2\,^1P_1$ and $2\,^3P_1$. This suggests that the order survives them, but their coefficients, which may contain logarithms of $\alpha$, have not been calculated here. The order is established at order $mc^2\alpha^4$.

## Computed results

```
Energy unit U = alpha^2 hartree = m c^2 alpha^4
1/alpha = 137.035999;  U/h = 350.3771 GHz
unperturbed n=2 energy = -0.0625 hartree
pi|psi_2s(0)|^2 = 1/64 a0^-3
<1/r^3>_2p = 1/192 a0^-3
Dirac kernel vs Breit, relative rest at scale 0.01 : 6.63e-05
Dirac kernel vs Breit, relative rest at scale 0.005: 1.66e-05
tensor Fourier test, ratio = 0.999947
2s: kinetic -13/1024, orbit-orbit -3/128, Darwin 1/64, sum -21/1024 U
2p: kinetic -7/3072, orbit-orbit -1/128, Darwin 0, sum -31/3072 U
3P2: L.S = 1.0000, S12 = -0.4000
3P1: L.S = -1.0000, S12 = 2.0000
3P0: L.S = -2.0000, S12 = -4.0000
Contributions in 1e-3 U: kin, orb-orb, Darwin, s-o, tensor, contact, annih
2 3S1  -12.6953  -23.4375   15.6250   -0.0000    0.0000   10.4167   31.2500
2 3P2   -2.2786   -7.8125    0.0000    7.8125   -0.5208    0.0000    0.0000
2 1P1   -2.2786   -7.8125    0.0000    0.0000    0.0000   -0.0000    0.0000
2 3P1   -2.2786   -7.8125    0.0000   -7.8125    2.6042    0.0000    0.0000
2 3P0   -2.2786   -7.8125    0.0000  -15.6250   -5.2083   -0.0000    0.0000
2 1S0  -12.6953  -23.4375   15.6250   -0.0000    0.0000  -31.2500    0.0000
Levels from top: exact (U), from 16x16 matrix (U), GHz, number of states
2 3S1     65/3072   0.0211589     7.4136  3
2 3P2   -43/15360  -0.0027995    -0.9809  5
2 1P1    -31/3072  -0.0100911    -3.5357  3
2 3P1    -47/3072  -0.0152995    -5.3606  3
2 3P0    -95/3072  -0.0309245   -10.8352  1
2 1S0    -53/1024  -0.0517578   -18.1348  1
Gaps between neighbours: exact (U), GHz
2 3S1 - 2 3P2: 23/960, 8.3945
2 3P2 - 2 1P1: 7/960, 2.5548
2 1P1 - 2 3P1: 1/192, 1.8249
2 3P1 - 2 3P0: 1/64, 5.4746
2 3P0 - 2 1S0: 1/48, 7.2995
2 3S1 - 2 1S0: 7/96 U = 25.5483 GHz
2 3S1 without annihilation = -0.0100911 U
weighted mean of 2 3P levels = -0.0100911 U
scale of next order, alpha U/n^3 = 0.3196 GHz
```
